# Why does mesh refinement leave rays around a small phonon heater?: test program

```python
"""
Result under test: in discrete-ordinates phonon transport, refining the mesh
at fixed directions converges to a solution that still contains rays.
For N equal azimuths, a Gaussian line heater of standard deviation a gives, at
radius r >> a, a relative first-flight ripple 2 exp(-N^2 a^2 / (2 r^2)).
Model: Omega.grad(T_Omega) = (T - T_Omega)/mfp + q, T = direction average.
Symbols: mfp mean free path, q heating/(C v), h mesh length, k wavevector,
A(k) direction average of 1/(1/mfp + i Omega.k), cell periodic box length.
Lengths are in nm and temperatures in K unless a name says otherwise.
The k=0 component is removed by uniform cooling: T is relative to cell mean.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.integrate import quad
from scipy.constants import h as planck, k as boltzmann

# Rough values in the regime of CdTe near 80 K, and a chosen heater
base_temperature = 80.0
heat_capacity = 0.6e6       # J/(m^3 K), acoustic modes
speed = 2000.0              # m/s
mfp = 60.0
width = 5.0
power = 50.0                # W/m
radius = 60.0
cell = 600.0
polar_count = 8
strength = power / (heat_capacity * speed) * 1e9    # K nm
conductivity = heat_capacity * speed * mfp * 1e-9 / 3

# Fourier modes: the Gaussian heater is negligible beyond the cut
modes = 2 * np.pi / cell * np.arange(-134, 135)
KX, KY = modes[:, None], modes[None, :]
K = np.hypot(KX, KY)
q_hat = strength / cell**2 * np.exp(-(K * width)**2 / 2)


def polar_set(count):
    x, w = np.polynomial.legendre.leggauss(count)
    sines = np.sin(np.pi / 4 * (x + 1))
    w = w * sines
    return sines, w / w.sum()


def derivative_symbol(component, k, h, order):
    """Fourier symbol of component * d/dx; h=None means no mesh error."""
    if h is None:
        return 1j * component * k
    e = np.exp(-1j * np.sign(component) * k * h)
    d = (1 - e) / h if order == 1 else (3 - 4 * e + e * e) / (2 * h)
    return abs(component) * d


def mean_response(N, h=None, order=2, offset=0.5,
                  kx=KX, ky=KY, M=polar_count):
    """Discrete A(k); opposite directions are complex conjugates."""
    total = 0.0
    sines, weights = polar_set(M)
    for j in range(N // 2):
        phi = 2 * np.pi * (j + offset) / N
        stream = (derivative_symbol(np.cos(phi), kx, h, order)
                  + derivative_symbol(np.sin(phi), ky, h, order))
        for s, w in zip(sines, weights):
            total = total + w * (1 / (1 / mfp + s * stream)).real
    return total / (N // 2)


def temperature_modes(A, source):
    d = 1 - A / mfp
    zero = np.abs(d) < 1e-9
    return np.where(zero, 0, source * A / np.where(zero, 1, d))


def evaluate(t_hat, x, y):
    ex = np.exp(1j * np.outer(x, modes))
    ey = np.exp(1j * np.outer(y, modes))
    return np.sum((ex @ t_hat) * ey, axis=1).real


angles = 2 * np.pi * np.arange(720) / 720


def ring(t_hat, r=radius):
    return evaluate(t_hat, r * np.cos(angles), r * np.sin(angles))


# Independent real-space source iteration checks the Fourier mesh solver
def source_iteration(n, N, M, order, source):
    h = cell / n
    one = sp.identity(n, format="csr")
    back = sp.csr_matrix(np.roll(np.eye(n), 1, axis=0))
    solvers = []
    sines, weights = polar_set(M)
    for j in range(N):
        phi = 2 * np.pi * (j + 0.5) / N
        parts = []
        for c in (np.cos(phi), np.sin(phi)):
            S = back if c > 0 else back.T
            D = ((one - S) / h if order == 1
                 else (3 * one - 4 * S + S @ S) / (2 * h))
            parts.append(abs(c) * D)
        stream = sp.kron(parts[0], one) + sp.kron(one, parts[1])
        for s, w in zip(sines, weights):
            matrix = sp.identity(n * n) / mfp + s * stream
            solvers.append((w / N, splu(sp.csc_matrix(matrix))))
    T = np.zeros(n * n)
    for _ in range(300):
        rhs = T / mfp + source.ravel()
        T = sum(w * lu.solve(rhs) for w, lu in solvers)
    return T.reshape(n, n)


n_test = 30
x_test = (np.arange(n_test) - n_test // 2) * cell / n_test
source_test = np.exp(-(x_test[:, None]**2 + x_test[None, :]**2) / 1800)
source_test -= source_test.mean()
k_test = 2 * np.pi * np.fft.fftfreq(n_test, cell / n_test)
iteration_error = 0.0
for order in (1, 2):
    A_test = mean_response(8, cell / n_test, order, kx=k_test[:, None],
                           ky=k_test[None, :], M=2)
    fourier = np.fft.ifft2(
        temperature_modes(A_test, np.fft.fft2(source_test))).real
    direct = source_iteration(n_test, 8, 2, order, source_test)
    iteration_error = max(iteration_error,
                          np.max(abs(direct - fourier)) / np.ptp(direct))
assert iteration_error < 1e-8

# Full angular average, from the analytic integral
safe_K = np.where(K == 0, 1, K)
A_full = np.where(K == 0, mfp, np.arctan(K * mfp) / safe_K)
mu, w_mu = np.polynomial.legendre.leggauss(200)
for k_value in (0.02, 0.2):
    numeric = np.sum(w_mu / (1 / mfp + 1j * k_value * mu)).real / 2
    assert abs(numeric * k_value / np.arctan(k_value * mfp) - 1) < 1e-8
t_full = temperature_modes(A_full, q_hat)
ring_full = ring(t_full)
peak_rise = evaluate(t_full, np.array([0.0]), np.array([0.0]))[0]


def contrast(t_hat, r=radius):
    return np.ptp(ring(t_hat, r) - ring(t_full, r))


# First-flight azimuth harmonics by real-space ray quadrature
def ki1(x):
    z, w = np.polynomial.legendre.leggauss(160)
    b = np.pi / 4 * (z + 1)
    return np.exp(-np.asarray(x)[..., None] / np.cos(b)) @ (w * np.pi / 4)


def harmonics(a, orders, r=radius):
    alpha = 2 * np.pi * np.arange(2048) / 2048
    t = np.arange(0, 2 * r + 0.25, 0.5)
    d2 = r * r + t[None, :]**2 - 2 * r * np.cos(alpha)[:, None] * t
    q = strength / (2 * np.pi * a * a) * np.exp(-d2 / (2 * a * a))
    G = q @ ki1(t / mfp) * 0.5
    return np.array([np.mean(G * np.cos(m * alpha)) for m in orders])


g = harmonics(width, [0, 16, 32, 48, 64])
first_mean = strength * ki1(radius / mfp) / (2 * np.pi * radius)
assert abs(g[0] / first_mean - 1) < 0.02
for m, value in ((16, g[1]), (32, g[2])):
    law = first_mean * np.exp(-(m * width / radius)**2 / 2)
    assert abs(value / law - 1) < 0.06

# Aliased harmonics must reproduce the discrete first-flight temperature
A16 = mean_response(16)
flight16 = ring(q_hat * A16)
alias = g[0] + sum(2 * g[p] * np.cos(16 * p * (angles - np.pi / 16))
                   for p in range(1, 5))
alias_error = np.max(abs(flight16 - alias)) / g[0]
assert alias_error < 0.005
assert abs(ring(q_hat * A_full).mean() / g[0] - 1) < 0.005

# Direction count for one percent, and the effect of a narrower heater
needed = radius / width * np.sqrt(2 * np.log(2 / 0.01))
N_rule = 2 * int(np.ceil(needed / 2))
g_rule = harmonics(width, [0, N_rule])
g_half = harmonics(width / 2, [0, N_rule])
ripple_rule = 2 * g_rule[1] / g_rule[0]
ripple_half = 2 * g_half[1] / g_half[0]
ripple_law = 2 * np.exp(-(N_rule * width / radius)**2 / 2)
assert abs(ripple_rule / ripple_law - 1) < 0.15 and ripple_rule < 0.01
assert ripple_half > 20 * ripple_rule

# Direction refinement without any mesh error
direction_contrast = {}
for N in (8, 16, 32, 64):
    t = temperature_modes(mean_response(N), q_hat)
    direction_contrast[N] = contrast(t)
    if N == 8:
        ring8 = ring(t)
    if N == 16:
        t16 = t
assert direction_contrast[64] < 0.01 * direction_contrast[16]
for N in (16, 32):
    estimate = 4 * first_mean * np.exp(-(N * width / radius)**2 / 2)
    assert abs(direction_contrast[N] / estimate - 1) < 0.3

# The pattern must turn with the numerical direction set
peak_angles = []
for offset in (0.5, 0.0):
    A8 = mean_response(8, offset=offset)
    values = ring(temperature_modes(A8, q_hat))
    angle = np.degrees(angles[np.argmax(values)]) % 45
    miss = (angle - 45 * offset + 22.5) % 45 - 22.5
    assert abs(miss) <= 1
    peak_angles.append(angle)

# Mesh refinement at sixteen fixed azimuths, two upwind schemes
mesh_lengths = [2.0, 0.5, 0.125, 0.03125]
mesh_contrast = {1: [], 2: []}
for order in (1, 2):
    for h in mesh_lengths:
        t = temperature_modes(mean_response(16, h, order), q_hat)
        mesh_contrast[order].append(contrast(t))
        if order == 1 and h == mesh_lengths[-1]:
            error16 = np.max(abs(ring(t) - ring_full))
limit = direction_contrast[16]
assert np.all(np.diff(mesh_contrast[1]) > 0)
assert abs(mesh_contrast[1][-1] / limit - 1) < 0.06
assert abs(mesh_contrast[2][-1] / limit - 1) < 0.005

# With many directions, the same mesh refinement does reduce the error
error64 = []
for h in (mesh_lengths[0], mesh_lengths[-1]):
    t = temperature_modes(mean_response(64, h, 1), q_hat)
    error64.append(np.max(abs(ring(t) - ring_full)))
assert error64[1] < error64[0] / 5 and error64[1] < 0.05 * error16

# False transverse spreading of a single in-plane beam
phi = np.radians(33.75)
nx, ny = np.cos(phi), np.sin(phi)
stream = (derivative_symbol(nx, KX, 2.0, 1)
          + derivative_symbol(ny, KY, 2.0, 1))
u = np.linspace(-70, 70, 281)
beam = evaluate(q_hat / (1 / mfp + stream),
                radius * nx - u * ny, radius * ny + u * nx)
center = np.sum(u * beam) / beam.sum()
beam_variance = np.sum((u - center)**2 * beam) / beam.sum()
variance_law = width**2 + 2.0 * radius * nx * ny * (nx + ny)
assert abs(beam_variance / variance_law - 1) < 0.1

# Distance from heater, then exact first flight with the same directions
distances = (15.0, 30.0, 60.0, 120.0)
distance_contrast = [contrast(t16, r) for r in distances]
assert distance_contrast[0] < 0.05 * distance_contrast[2]
collided = temperature_modes(A16, q_hat * A_full / mfp)
repaired = np.where(K == 0, 0, q_hat * A_full + collided)
repaired_contrast = contrast(repaired)
assert repaired_contrast < limit / 5
predicted_error = (t16 - t_full) * A_full / mfp
assert np.max(abs(ring(repaired) - ring_full
                  - ring(predicted_error))) < 1e-10


# Neglected real effect: phonon focusing, using rough CdTe elastic values
def focusing(c11, c12, c44, density=5900.0):
    d = np.eye(3)
    C = (c12 * np.einsum('ij,kl->ijkl', d, d)
         + c44 * (np.einsum('ik,jl->ijkl', d, d)
                  + np.einsum('il,jk->ijkl', d, d)))
    for i in range(3):
        C[i, i, i, i] += c11 - c12 - 2 * c44
    z, w = np.polynomial.legendre.leggauss(40)
    theta = np.pi / 4 * (z + 1)
    az = 2 * np.pi * (np.arange(1440) + 0.5) / 1440
    th, ph = np.meshgrid(theta, az, indexing='ij')
    n = np.stack([np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph),
                  np.cos(th)], axis=-1).reshape(-1, 3)
    weight = np.repeat(w * np.sin(theta), len(az))
    gamma = np.einsum('ijkl,pj,pk->pil', C, n, n, optimize=True)
    values, vectors = np.linalg.eigh(gamma)
    phase_speed = np.sqrt(values / density)
    hist = np.zeros(72)
    for b in range(3):
        e = vectors[:, :, b]
        Ce = np.einsum('ijkl,pi,pl->pjk', C, e, e, optimize=True)
        group = np.einsum('pjk,pk->pj', Ce, n)
        group /= density * phase_speed[:, b, None]
        vp = np.maximum(np.hypot(group[:, 0], group[:, 1]), 1e-6)
        value = weight * np.exp(-radius * speed / (mfp * vp)) / vp
        direction = np.arctan2(group[:, 1], group[:, 0]) % (2 * np.pi)
        hist += np.histogram(direction, 72, (0, 2 * np.pi), weights=value)[0]
    return hist / hist.mean()


elastic = (54e9, 37e9, 20e9)
focus = focusing(*elastic)
control = focusing(54e9, 14e9, 20e9)
assert np.ptp(control) < 1e-6

# Other neglected effects, sized with the example's own numbers
wavelength = planck * speed / (boltzmann * base_temperature) * 1e9
debye_temperature = 160.0


def debye_capacity(T):
    x = debye_temperature / T
    f = lambda y: y**4 * np.exp(y) / np.expm1(y)**2
    return 3 / x**3 * quad(f, 1e-8, x)[0]


capacity_change = (debye_capacity(base_temperature + peak_rise)
                   / debye_capacity(base_temperature) - 1)
# Debye spectrum with path proportional to frequency^-2, same conductivity
z, w = np.polynomial.legendre.leggauss(80)
freq = (z + 1) / 2
spectral = np.sum(w / 2 * 3 * freq**2
                  * ki1(radius * 3 * freq**2 / mfp))
spectral_ratio = spectral / ki1(radius / mfp)

print(f"base temperature: {base_temperature:.0f} K")
print(f"acoustic heat capacity: {heat_capacity/1e6:.1f} MJ/(m^3 K)")
print(f"phonon speed: {speed:.0f} m/s; mean free path: {mfp:.0f} nm")
print(f"bulk conductivity of model: {conductivity:.1f} W/(m K)")
print(f"heater standard deviation: {width:.1f} nm; power: {power:.0f} W/m")
print(f"circle radius: {radius:.0f} nm; periodic cell: {cell:.0f} nm")
print(f"polar angles per azimuth (half range): {polar_count}")
print(f"source strength P/(Cv): {strength:.2f} K nm")
print(f"peak rise above cell mean: {peak_rise:.3f} K")
print(f"full-angle circle mean: {1e3*ring_full.mean():.2f} mK")
print(f"full-angle circle max-min: {1e3*np.ptp(ring_full):.4f} mK")
print(f"first-flight circle mean: {1e3*g[0]:.2f} mK")
print(f"N=8 circle max, min, mean: {1e3*ring8.max():.1f}, "
      f"{1e3*ring8.min():.1f}, {1e3*ring8.mean():.1f} mK")
for N, value in direction_contrast.items():
    print(f"no mesh error, N={N}: ray contrast {1e3*value:.4f} mK")
for i, h in enumerate(mesh_lengths):
    print(f"N=16, h={h:.5f} nm: contrast order 1, order 2: "
          f"{1e3*mesh_contrast[1][i]:.2f}, {1e3*mesh_contrast[2][i]:.2f} mK")
print(f"N=16 finest order-1 max error: {1e3*error16:.2f} mK")
print(f"N=64 order-1 max error, h=2 nm: {1e3*error64[0]:.3f} mK")
print(f"N=64 order-1 max error, h=0.03125 nm: {1e3*error64[1]:.3f} mK")
print(f"one-beam variance at h=2 nm, measured: {beam_variance:.1f} nm^2")
print(f"one-beam variance at h=2 nm, formula: {variance_law:.1f} nm^2")
for r, value in zip(distances, distance_contrast):
    print(f"N=16, radius {r:.0f} nm: ray contrast {1e3*value:.4f} mK")
print(f"N=8 peak angle modulo 45 deg, two sets: "
      f"{peak_angles[0]:.1f}, {peak_angles[1]:.1f} deg")
print(f"azimuths for 1% first-flight ripple: {needed:.1f}, use {N_rule}")
print(f"ripple at N={N_rule}, quadrature: {100*ripple_rule:.3f} %")
print(f"ripple at N={N_rule}, formula: {100*ripple_law:.3f} %")
print(f"same N, half-width heater ripple: {100*ripple_half:.1f} %")
print(f"N=16 with exact first flight: {1e3*repaired_contrast:.2f} mK")
print(f"Fourier versus source iteration error: {iteration_error:.1e}")
print(f"alias formula error / first-flight mean: {alias_error:.1e}")
print(f"thermal wavelength h v/(kB T): {wavelength:.2f} nm")
print(f"peak rise / base temperature: {100*peak_rise/base_temperature:.2f} %")
print(f"Debye temperature used: {debye_temperature:.0f} K")
print(f"heat-capacity change at peak: {100*capacity_change:.2f} %")
print(f"spectral / gray first-flight mean: {spectral_ratio:.3f}")
print("rough elastic C11, C12, C44: "
      + ", ".join(f"{c/1e9:.0f}" for c in elastic) + " GPa")
print(f"real focusing, max/mean and min/mean: "
      f"{focus.max():.2f}, {focus.min():.2f}")
print(f"N=16 false first-flight max/mean: {flight16.max()/g[0]:.2f}")
print("done: every assertion held")
```

It prints:

```
base temperature: 80 K
acoustic heat capacity: 0.6 MJ/(m^3 K)
phonon speed: 2000 m/s; mean free path: 60 nm
bulk conductivity of model: 24.0 W/(m K)
heater standard deviation: 5.0 nm; power: 50 W/m
circle radius: 60 nm; periodic cell: 600 nm
polar angles per azimuth (half range): 8
source strength P/(Cv): 41.67 K nm
peak rise above cell mean: 3.243 K
full-angle circle mean: 355.62 mK
full-angle circle max-min: 0.0523 mK
first-flight circle mean: 36.81 mK
N=8 circle max, min, mean: 505.9, 296.2, 355.3 mK
no mesh error, N=8: ray contrast 209.7110 mK
no mesh error, N=16: ray contrast 73.6416 mK
no mesh error, N=32: ray contrast 4.5783 mK
no mesh error, N=64: ray contrast 0.0038 mK
N=16, h=2.00000 nm: contrast order 1, order 2: 29.56, 65.43 mK
N=16, h=0.50000 nm: contrast order 1, order 2: 57.99, 73.99 mK
N=16, h=0.12500 nm: contrast order 1, order 2: 69.27, 73.67 mK
N=16, h=0.03125 nm: contrast order 1, order 2: 72.51, 73.64 mK
N=16 finest order-1 max error: 38.41 mK
N=64 order-1 max error, h=2 nm: 12.698 mK
N=64 order-1 max error, h=0.03125 nm: 0.207 mK
one-beam variance at h=2 nm, measured: 101.3 nm^2
one-beam variance at h=2 nm, formula: 101.9 nm^2
N=16, radius 15 nm: ray contrast 0.0440 mK
N=16, radius 30 nm: ray contrast 18.6568 mK
N=16, radius 60 nm: ray contrast 73.6416 mK
N=16, radius 120 nm: ray contrast 29.5716 mK
N=8 peak angle modulo 45 deg, two sets: 22.5, 0.0 deg
azimuths for 1% first-flight ripple: 39.1, use 40
ripple at N=40, quadrature: 0.785 %
ripple at N=40, formula: 0.773 %
same N, half-width heater ripple: 49.6 %
N=16 with exact first flight: 6.90 mK
Fourier versus source iteration error: 7.9e-16
alias formula error / first-flight mean: 1.1e-04
thermal wavelength h v/(kB T): 1.20 nm
peak rise / base temperature: 4.05 %
Debye temperature used: 160 K
heat-capacity change at peak: 1.42 %
spectral / gray first-flight mean: 0.633
rough elastic C11, C12, C44: 54, 37, 20 GPa
real focusing, max/mean and min/mean: 1.66, 0.64
N=16 false first-flight max/mean: 1.86
done: every assertion held
```
